# Fluorine shielding in F⁻, HF and F₂ does not measure charge

## Definitions and conventions

A nucleus in a uniform magnetic field $\mathbf B$ feels a slightly different field, because the surrounding electrons respond to $\mathbf B$. The shielding tensor $\boldsymbol\sigma$ is defined through the energy of the nuclear magnetic moment $\mathbf m$:

$$E=-\mathbf m\cdot(\mathbf 1-\boldsymbol\sigma)\cdot\mathbf B .$$

The electrons therefore contribute $+\sum_{ab}m_a\sigma_{ab}B_b$, and positive $\sigma$ means a weaker field at the nucleus. In a tumbling molecule one observes the average $\sigma=\tfrac13(\sigma_{xx}+\sigma_{yy}+\sigma_{zz})$. The chemical shift is a difference of shieldings. Here the free fluoride ion is the reference, so

$$\delta=\sigma(\mathrm F^-)-\sigma .$$

The full definition divides this by $1-\sigma(\mathrm F^-)$, which differs from 1 by about $5\times10^{-4}$ and is dropped.

Equations are in atomic units, with $\alpha$ the fine-structure constant, and shieldings are in ppm. The molecules are closed-shell, the nuclei are fixed, and relativity is neglected. The observed nucleus is at the origin and bonds lie along $z$.

## The belief and its appeal

The belief is that a chemical shift reads off the electron density, or the charge, at an atom: more electrons, more shielding. It has a sound root. Electrons circulating in a field produce an opposing field, and in an isolated spherical atom that is the whole effect. The three species treated here even seem to confirm it. The charges on fluorine are $-1$ in F⁻, $-0.44$ in HF and $0$ in F₂, and the calculated shieldings fall in the same order: 480, 413 and $-175$ ppm.

The last number is already a warning. A negative shielding means that the electrons strengthen the field at the nucleus, which opposing circulation about that nucleus cannot do. A second mechanism is at work.

## Two terms from one Hamiltonian

The field and the nuclear moment enter through the vector potential

$$\mathbf A=\tfrac12\mathbf B\times\mathbf r+\alpha^2\,\frac{\mathbf m\times\mathbf r}{r^3}.$$

An electron has charge $-1$, so its kinetic energy becomes $\tfrac12(\mathbf p+\mathbf A)^2$. Both parts of $\mathbf A$ have zero divergence, hence $\mathbf p\cdot\mathbf A=\mathbf A\cdot\mathbf p$ and

$$\tfrac12(\mathbf p+\mathbf A)^2=\tfrac12p^2+\mathbf A\cdot\mathbf p+\tfrac12A^2 .$$

Since $(\mathbf B\times\mathbf r)\cdot\mathbf p=\mathbf B\cdot(\mathbf r\times\mathbf p)=\mathbf B\cdot\mathbf l$, the linear terms, summed over electrons, are

$$\tfrac12\mathbf B\cdot\mathbf L+\alpha^2\mathbf m\cdot\mathbf N,\qquad \mathbf L=\sum\mathbf l,\quad \mathbf N=\sum\frac{\mathbf l}{r^3}.$$

The cross term of $\tfrac12A^2$ is the product of the two parts of $\mathbf A$. With $(\mathbf a\times\mathbf b)\cdot(\mathbf c\times\mathbf d)=(\mathbf a\cdot\mathbf c)(\mathbf b\cdot\mathbf d)-(\mathbf a\cdot\mathbf d)(\mathbf b\cdot\mathbf c)$ it equals

$$\frac{\alpha^2}{2}\,\frac{(\mathbf B\cdot\mathbf m)r^2-(\mathbf B\cdot\mathbf r)(\mathbf m\cdot\mathbf r)}{r^3}.$$

The coupling of $\mathbf B$ to the electron spins adds nothing, because the total spin operator gives zero on a singlet.

**Diamagnetic term.** The cross term is already proportional to both $B$ and $m$, so its ground-state expectation value suffices. The trace of $(r^2\delta_{ab}-r_ar_b)/r^3$ is $(3-1)/r=2/r$. One third of it, times $\alpha^2/2$, gives

$$\sigma_d=\frac{\alpha^2}{3}\Big\langle\sum\frac1r\Big\rangle,\qquad \frac{\alpha^2}{3}=17.75\ \text{ppm}.$$

This is positive and depends on the electron density alone.

**Paramagnetic term.** The linear terms contribute in second order, $-\sum_n|\langle n|V|0\rangle|^2/(E_n-E_0)$. The part containing both $B$ and $m$ is

$$-\sum_n\frac{2\,\mathrm{Re}\big[\langle0|\tfrac12\mathbf B\cdot\mathbf L|n\rangle\langle n|\alpha^2\mathbf m\cdot\mathbf N|0\rangle\big]}{E_n-E_0}.$$

The factors 2 and $\tfrac12$ cancel, and averaging over directions gives Ramsey's expression

$$\sigma_p=-\frac{\alpha^2}{3}\sum_{n\neq0}\frac{\mathrm{Re}\big[\langle0|\mathbf L|n\rangle\cdot\langle n|\mathbf N|0\rangle\big]}{E_n-E_0}.$$

This is not the average of some function of position over the electron density. It asks how readily the field can rotate the electrons into empty states, and how strongly the resulting current acts at the nucleus.

## How the numbers are obtained

The sum is evaluated in Hartree–Fock theory. Let $i,j$ label filled and $a,b$ empty real orbitals with energies $\varepsilon$. For one field direction write $l=-i\Lambda$, where $\Lambda$ is that component of $\mathbf r\times\nabla$. The perturbation $-\tfrac i2B\Lambda$ is imaginary, so the orbitals change as

$$\phi_i\to\phi_i+iB\sum_au_{ai}\phi_a$$

with real $u$. The density change $i u\phi_i\phi_a$ plus its complex conjugate vanishes, so the Coulomb potential stays put. The exchange potential depends on the density matrix, which changes by

$$2iB\sum_{bj}u_{bj}\big[\phi_b(\mathbf r)\phi_j(\mathbf r')-\phi_j(\mathbf r)\phi_b(\mathbf r')\big].$$

Exchange carries a factor $-\tfrac12$. With $(pq|rs)$ the repulsion between the charge distributions $\phi_p\phi_q$ and $\phi_r\phi_s$, first-order perturbation theory reads

$$(\varepsilon_a-\varepsilon_i)\,iu_{ai}=\tfrac i2\Lambda_{ai}+i\sum_{bj}\big[(ab|ij)-(aj|bi)\big]u_{bj}.$$

Dividing by $i$ and collecting $u$ on the left gives $Mu=\tfrac12\Lambda$, where

$$M_{ai,bj}=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}-(ab|ij)+(aj|bi).$$

The energy is variational, so its derivative with respect to $m$ is the expectation value of $-i\alpha^2\nu$, with $\nu=\Lambda/r^3$. Two electrons per orbital and the complex conjugate give a factor 4:

$$4\alpha^2\sum_{ai}\nu_{ia}u_{ai}=-4\alpha^2\sum_{ai}\nu_{ai}u_{ai},$$

because $\nu$ is antisymmetric. Each diagonal component is therefore $-2\alpha^2\,\nu^{T}M^{-1}\Lambda$, and $\sigma_p$ is the mean of the three.

To split this into excited states, consider free oscillations with orbital amplitudes $v+iu$. A real change $v$ also alters the density, so its response matrix is

$$K_{ai,bj}=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}+4(ai|bj)-(ab|ij)-(aj|bi).$$

The time-dependent equation $i(\dot v+i\dot u)=Kv+iMu$ separates into $\dot v=Mu$ and $\dot u=-Kv$. Hence $\ddot u=-KMu$, and the excitation energies $\omega$ follow from $KMw=\omega^2w$. For a stable ground state the vectors can be normalized so that $w_k^TMw_l=\delta_{kl}$. Then $M^{-1}=\sum_kw_kw_k^T$, and state $k$ contributes $-2\alpha^2(\Lambda\cdot w_k)(\nu\cdot w_k)$ to a component.

The orbitals are expanded in the uncontracted aug-cc-pVTZ basis up to d functions. Two sets of tighter p functions and two of tighter d functions are added on every atom, and the repulsion integrals are density-fitted. The bond lengths are round chosen values: 0.92 Å in HF and 1.41 Å in F₂. The charge quoted for HF is the dipole moment divided by the bond length, one definition among several.

## What density and charge do by themselves

In F⁻ the electrons form a spherical closed shell with zero total angular momentum about the nucleus. Then $\mathbf L|0\rangle=0$, every numerator in Ramsey's sum vanishes, and $\sigma=\sigma_d=480.1$ ppm. Here the simple picture of shielding by the density is right.

Removing one whole electron gives the neutral F atom. Its diamagnetic term, from unrestricted Hartree–Fock theory, is 470.6 ppm. A full unit of charge thus changes $\sigma_d$ by 9.5 ppm, or 2% of its value. Two effects make this small. Because of $1/r$ the inner electrons dominate the average: the 1s pair supplies nearly two thirds of $\sigma_d$ in F⁻, while one 2p electron supplies about 21 ppm. When that electron is removed, the remaining ones contract towards the nucleus and restore about 11 ppm.

The density at the nucleus itself is a still poorer guide. It is 430.91, 430.93 and 431.98 bohr⁻³ in F⁻, HF and F₂, a spread of 0.25%. Gaussian basis functions have no cusp at the nucleus, so the absolute values are only approximate (with tighter s functions they rise by about 3%, to 445.5, 445.5 and 446.6 bohr⁻³, while the spread stays at 0.25%); what counts is that they are nearly equal while the shielding falls by 655 ppm.

In a molecule $\sigma_d$ also counts the neighbour's electrons. A spherical neutral neighbour of nuclear charge $Z$ at distance $R$ has $Z$ electrons, and outside their cloud the average of $\sum1/r$ is $Z/R$. It adds about $\alpha^2Z/(3R)$, which is 10.2 ppm in HF and 60.0 ppm in F₂. Adding this to the free atom gives

$$470.6+10.2=480.8\ \text{ppm (HF)},\qquad 470.6+60.0=530.6\ \text{ppm (F}_2).$$

The full calculation gives 482.1 and 529.7 ppm. So $\sigma_d$ is largest in F₂, because of electrons that belong to the other atom. If this $\sigma_d$, taken about the observed nucleus, decided the matter, F₂ would be the most shielded of the three.

## The three species

| Species | Charge on F | $\sigma_d$ | $\sigma_p$ | $\sigma$ | $\delta$ |
|---|---|---|---|---|---|
| F⁻ | −1 | 480.1 | 0 | 480.1 | 0 |
| HF | −0.44 | 482.1 | −69.0 | 413.2 | 67.0 |
| F₂ | 0 | 529.7 | −704.3 | −174.6 | 654.7 |

From F⁻ to HF, $\sigma_d$ changes by $+2.0$ ppm and $\sigma_p$ by $-69.0$ ppm. From HF to F₂ the changes are $+47.6$ and $-635.3$ ppm. In both steps the paramagnetic term supplies the variation; with the vector potential centred on the observed nucleus, the diamagnetic term opposes it.

The order agrees with the charges, but no fixed rate converts one into the other. The first step removes 0.562 electrons and lowers $\sigma$ by 67.0 ppm, or 119 ppm per electron. The second removes 0.438 electrons and lowers it by 587.7 ppm, or about 1340 ppm per electron.

## Same charge, different shielding

A curved relation between charge and shielding could still be drawn through three points. F₂ rules that out by itself. Its two atoms are equivalent by symmetry, so each has zero charge at any bond length. Stretching the bond from 1.41 to 1.51 Å gives

$$\sigma_d:\ 529.7\to525.6,\qquad \sigma_p:\ -704.3\to-1020.4,\qquad \sigma:\ -174.6\to-494.7\ \text{ppm}.$$

The shielding falls by 320 ppm at constant charge (312 ppm in the larger basis described below). That is nearly five times the difference between F⁻ and HF, where the charge changes by more than half an electron. The density at the nucleus rises by 0.03%. A quantity that takes two values at one charge is not a measure of charge.

## Where the paramagnetic term comes from

A small orbital model shows what a large $\sigma_p$ needs. Keep the fluorine 2p orbitals, neglect overlap, and let the empty antibonding orbital $\sigma^*$ have weight $w$ on the $p_z$ orbital of the observed atom. A field along $x$ acts through $\Lambda_x=y\partial_z-z\partial_y$. Applied to $p_y=yf(r)$, the derivatives of $f$ cancel and $-zf(r)$ is left. The field thus rotates the filled $p_y$ towards $p_z$, and this is possible only as far as $p_z$ is present in an empty orbital.

In HF the filled orbital is $p_y$ on fluorine. The matrix elements of $\Lambda_x$ and $\Lambda_x/r^3$ then have sizes $\sqrt w$ and $\sqrt w\,\langle r^{-3}\rangle$, with product $w\langle r^{-3}\rangle$.

In F₂ the antibonding orbital is $(p_{z1}+p_{z2})/\sqrt2$, with both $p_z$ orbitals pointing the same way. Rotation about each atom's own nucleus connects it to the filled $(p_{y1}+p_{y2})/\sqrt2$ with matrix element of size 1. Because of the factor $r^{-3}$, $\Lambda_x/r^3$ acts mainly on atom 1 and gives $\tfrac12\langle r^{-3}\rangle$. The product is again $w\langle r^{-3}\rangle$, with $w=\tfrac12$. The model leaves out the extra term that arises because atom 2 is displaced from the origin.

The singlet excited state is a sum of two spin parts divided by $\sqrt2$, so each many-electron matrix element is $\sqrt2$ times the orbital one and their product gains a factor 2. Fields along $x$ and $y$ contribute equally. With excitation energy $\Delta$, Ramsey's formula becomes

$$\sigma_p\approx-\frac{\alpha^2}{3}\cdot2\cdot\frac{2w\langle r^{-3}\rangle}{\Delta}=-\frac{4\alpha^2}{3}\,\frac{w\langle r^{-3}\rangle}{\Delta}.$$

For F⁻ the p shell is full, $w=0$, and the term vanishes as it should. The formula is built for HF and F₂, and its negative sign is not general. $\Lambda_x$ collects contributions from both atoms while $\Lambda_x/r^3$ acts mainly on one, so their product can change sign; for fluorine in ClF, Hartree–Fock theory gives a positive $\sigma_p$. The model also shows why charge and shift can run parallel in a series: drawing $p_z$ density away from fluorine raises $w$. But $\Delta$ and $\langle r^{-3}\rangle$ enter too, and a shared bond leaves a hole in the p shell without leaving any charge.

The calculated states put this to use. In F₂ the most negative contribution comes from a degenerate pair at 9.03 eV and amounts to $-719.9$ ppm, slightly more than the whole of $\sigma_p$; the other states together add $+15.6$ ppm. On stretching, the strongest pair lies at 6.87 eV and gives $-1038.0$ ppm. The contribution grows by a factor $1038.0/719.9=1.44$. The energy denominator accounts for $9.03/6.87=1.31$, and the matrix elements for the remaining 1.10. The lower excitation energy is the larger part of the stretching effect.

It is not the main reason why F₂ differs from HF. There the strongest pair lies at 11.65 eV and gives $-61.6$ ppm. The energies differ by a factor 1.29, the contributions by 11.7, so the matrix elements account for a factor of about 9. The model has the right direction but not this size. If all the charge missing from fluorine in HF, relative to F⁻, came from the doubly filled $p_z$, then $w=0.562/2=0.281$. With the same $\langle r^{-3}\rangle$ in both molecules, the predicted ratio of $\sigma_p$ in HF to that in F₂ would be

$$\frac{0.281}{0.50}\times\frac{9.03}{11.65}=0.44,$$

whereas the calculated ratio is $69.0/704.3=0.10$. Which of the model's simplifications causes this misfit is not established here. Even a model that lets charge act through the paramagnetic term does not turn it into a reliable predictor.

## How far the division can be trusted

The split into $\sigma_d$ and $\sigma_p$ depends on where the vector potential of the field is centred. Replacing $\tfrac12\mathbf B\times\mathbf r$ by $\tfrac12\mathbf B\times(\mathbf r-\mathbf O)$ adds the constant vector $-\tfrac12\mathbf B\times\mathbf O$. This is the gradient of $-\tfrac12(\mathbf B\times\mathbf O)\cdot\mathbf r$, and a phase factor in the wavefunction removes it, so the total shielding cannot change. The diamagnetic term does change:

$$\sigma_d\to\frac{\alpha^2}{3}\Big\langle\sum\frac{(\mathbf r-\mathbf O)\cdot\mathbf r}{r^3}\Big\rangle=\sigma_d-\frac{\alpha^2}{3}\,\mathbf O\cdot\Big\langle\sum\frac{\mathbf r}{r^3}\Big\rangle,$$

and $\sigma_p$ must change by the opposite amount. With the origin on the neighbouring nucleus, $\sigma_d$ is 471.9 ppm in HF and 469.5 ppm in F₂, while $\sigma_p$ is $-59.1$ and $-637.9$ ppm. The paramagnetic term still supplies most of each difference: 59.1 of 67.3 ppm from F⁻ to HF, and about 579 of 581 ppm from HF to F₂. The small diamagnetic changes reverse their sign, however: 480.1, 471.9 and 469.5 ppm now fall in the order of the charges, so the finding that $\sigma_d$ opposes the trend depends on the origin. Since $\sigma_d$ is linear in $\mathbf O$, these numbers show that it stays above the F⁻ value until the origin has moved about one fifth of the way along the bond in HF and about four fifths in F₂. The vector $\langle\sum\mathbf r/r^3\rangle$ lies along the bond and vanishes in F⁻, so only a displacement along the bond alters the averaged terms. An origin far out along the bond would make both terms large in the molecules and the comparison useless, so the statement that $\sigma_p$ dominates is made for origins at or near the atoms. The two values of $\sigma$ at one charge are totals and depend on this choice only through the basis error: with the origin on the neighbour they are $-168.4$ and $-485.3$ ppm, a fall of 317 ppm.

The totals move by $-0.3$ ppm in HF and $+6.2$ ppm in F₂ when the origin is moved. In a complete basis they would not move, so the F₂ values carry a basis error. A larger basis (uncontracted aug-cc-pVQZ with f functions and extra tight s, p and d functions on fluorine) brings the two origins within 1 ppm of each other and gives about $-165$ ppm at 1.41 Å and $-478$ ppm at 1.51 Å. These lie 9 and 17 ppm above the values quoted with the origin on the observed nucleus, and almost all of the shift is in $\sigma_p$. In HF the same change moves $\sigma$ by only 0.3 ppm and the charge by 0.002. The last digits quoted for F₂ serve only the arithmetic. Hartree–Fock theory also neglects electron correlation, which matters for the weak bond of F₂ and more so when it is stretched. At both bond lengths the closed-shell solution used here is stable only among closed-shell solutions: letting the two spins occupy different orbitals lowers its energy. The F₂ values show the mechanism and its scale and are not predictions of a measured spectrum. Fluoride in water or in a crystal is not spherical either, and its surroundings can give it a paramagnetic term.

A chemical shift can therefore run parallel to charge within a series in which the excitation energies, the shape of the p-shell hole and the neighbours stay nearly the same, or vary in step with the charge. The stretched F₂ shows that outside such a series it need not.
